# Error Cancellation in Isodesmic and Homodesmotic Reactions, part 2

How far do the errors of an approximate electronic-structure method cancel in a reaction? For species $M$, $E_{\rm m}(M)$ is the method's total electronic energy, $E_{\rm r}(M)$ that of a reference at the same nuclear positions, and $\Delta(M)=E_{\rm m}(M)-E_{\rm r}(M)$ the error. A reaction has coefficients $\nu_M$, positive for products and negative for reactants, and $\delta X=\sum_M\nu_MX(M)$.

The molecules are closed-shell hydrocarbons with one Lewis structure and at most one double bond per carbon; $\mathrm{H_2}$ is excluded. Bond types are $h$ (C–H), $s$ (C–C single) and $d$ (C=C), with numbers $n_b$ and errors $\varepsilon_b$. With atom numbers $N_{\rm C}$, $N_{\rm H}$ and free-atom errors $a_{\rm C}$, $a_{\rm H}$, the additive model is

$$
\Delta(M)=a_{\rm C}N_{\rm C}(M)+a_{\rm H}N_{\rm H}(M)
+\sum_{b=h,s,d}\varepsilon_b\,n_b(M). \tag{5}
$$

A balanced reaction then has $\delta\Delta=\sum_b\varepsilon_b\,\delta n_b$, which vanishes if the reaction is isodesmic (all $\delta n_b=0$). Every balanced reaction among alkanes is isodesmic. Conversely, choosing $\varepsilon_b=\eta_0\,\delta n_b$, with $\eta_0$ a positive energy, gives

$$
\delta\Delta=\eta_0\sum_b(\delta n_b)^2 , \tag{9}
$$

so cancellation for all parameter values requires an isodesmic reaction.

For a target molecule $T$, the estimated reference energy and its error are

$$
\widetilde E(T)=\frac{1}{\nu_T}\left[\delta E_{\rm m}
-\sum_{M\ne T}\nu_M E_{\rm r}(M)\right], \tag{21}
$$

$$
\widetilde E(T)-E_{\rm r}(T)=\frac{\delta\Delta}{\nu_T}. \tag{22}
$$

The algebra is in atomic units; numbers are in eV unless stated. The method is Hartree–Fock (HF), the reference MP2 with frozen carbon 1s cores. The basis is 6-31G* with five d functions on carbon, unless def2-TZVP is named. Geometries are idealized and unrelaxed, with tetrahedral or trigonal angles and the bond lengths listed in the final table. Alkanes are staggered, butane is anti, butadiene is planar s-trans, and in propene a methyl hydrogen eclipses the double bond. No vibrational energy is included.

### Errors from neighbouring bonds

The next local contribution depends on two bonds that meet at an atom. In propane two C–C bonds meet at the central carbon; in ethane and methane this never happens. Let $P_{bb'}(M)$ be the number of pairs of bonds of types $b$ and $b'$ that share an atom, and add to the model

$$
\Delta_2(M)=\sum_{b\le b'}\omega_{bb'}\,P_{bb'}(M), \tag{23}
$$

where each unordered pair of types occurs once and $\omega_{bb'}$ is transferable. Two different bonds share at most one atom, so every pair can be assigned to the atom at which it meets. Hydrogen has a single bond and contributes no pair.

It remains to count pairs at each carbon. Describe a carbon by $(t,k)$. Here $t=3$ denotes an sp³ carbon, with four single bonds, and $t=2$ an sp² carbon, with one double bond. The number of attached hydrogens is $k$. This pair of labels will be called the environment of the atom, and $N_{tk}(M)$ is the number of carbons that have it. There are eight environments: $k=0,\dots,4$ for $t=3$ and $k=0,1,2$ for $t=2$.

The environment fixes the formal bonds at the atom. An sp³ carbon has $k$ bonds $h$ and $4-k$ bonds $s$. An sp² carbon has $k$ bonds $h$, one bond $d$ and $2-k$ bonds $s$. A set of $q$ equal bonds contains $q(q-1)/2$ pairs, and sets of $q$ and $q'$ different bonds form $qq'$ mixed pairs. The pair errors at the two kinds of carbon are therefore

$$
\begin{aligned}
\eta_{3k}={}&\tfrac12k(k-1)\,\omega_{hh}+k(4-k)\,\omega_{hs}
+\tfrac12(4-k)(3-k)\,\omega_{ss},\\
\eta_{2k}={}&\tfrac12k(k-1)\,\omega_{hh}+k(2-k)\,\omega_{hs}
+\tfrac12(2-k)(1-k)\,\omega_{ss}\\
&+k\,\omega_{hd}+(2-k)\,\omega_{sd}.
\end{aligned} \tag{24}
$$

Summing over the atoms gives

$$
\Delta_2(M)=\sum_{t,k}\eta_{tk}\,N_{tk}(M),\qquad
\delta\Delta_2=\sum_{t,k}\eta_{tk}\,\delta N_{tk}. \tag{25}
$$

If a reaction conserves every environment, $\delta N_{tk}=0$, all errors of neighbouring bond pairs cancel. The bond errors cancel too, because the environments determine the bond numbers:

$$
\begin{aligned}
n_h&=\sum_{t,k}k\,N_{tk},\qquad n_d=\tfrac12\sum_kN_{2k},\\
n_s&=\tfrac12\Big[\sum_k(4-k)N_{3k}+\sum_k(2-k)N_{2k}\Big].
\end{aligned} \tag{26}
$$

The factors $\tfrac12$ arise because a carbon–carbon bond is counted from both of its ends.

### The remaining error of alkanes

For alkanes the pair model predicts the size of isodesmic errors up to one constant. Let a carbon have $m=4-k$ carbon neighbours. Its number of $ss$ pairs is $p=m(m-1)/2$. Its number of $hs$ pairs is $m(4-m)$, which can be rewritten as

$$
m(4-m)=3m-m(m-1)=3m-2p. \tag{27}
$$

Four bonds form six pairs in all, so the number of $hh$ pairs is $6-p-(3m-2p)=6-3m+p$. Now sum over all carbons. Each C–C bond is counted from two ends, so $\sum m=2n_s$. With $P=\sum p$,

$$
P_{ss}=P,\qquad P_{hs}=6n_s-2P,\qquad P_{hh}=6N_{\rm C}-6n_s+P. \tag{28}
$$

In an isodesmic reaction $\delta n_s=\delta N_{\rm C}=0$. Hence $\delta P_{hs}=-2\,\delta P$ and $\delta P_{hh}=\delta P$. The bond errors cancel, and (23) leaves

$$
\delta\Delta=\Omega\,\delta P,\qquad
\Omega=\omega_{ss}-2\omega_{hs}+\omega_{hh}. \tag{29}
$$

Three unknown pair errors have merged into one. The quantity $P$ is the number of C–C–C sequences: one in propane, two in butane and three in isobutane. Methane and ethane have none. Separating the C–C bonds of these alkanes into ethanes should therefore give errors in the ratio $1:2:3$. The calculated errors are

$$
\begin{aligned}
\mathrm{C_3H_8+CH_4\to2\,C_2H_6}:&\quad -0.058\ \text{eV},\\
\text{butane}+2\,\mathrm{CH_4\to3\,C_2H_6}:&\quad -0.120\ \text{eV},\\
\text{isobutane}+2\,\mathrm{CH_4\to3\,C_2H_6}:&\quad -0.179\ \text{eV}.
\end{aligned} \tag{30}
$$

Their ratios to the first are 2.08 and 3.10. Since $\delta P=-1,-2,-3$, equation (29) gives $\Omega=0.058$, 0.060 and 0.060 eV. In 6-31G*, one constant describes the three errors to within a few per cent. Its value depends on the basis: in def2-TZVP the first reaction gives $\Omega=0.076$ eV.

The isomerization of butane to isobutane is the second reaction in (30) minus the third, so it is not an independent test, but it displays the constant in a single step. It has $\delta P=+1$, and its error is $14.3115-14.2528=0.059$ eV. From the total energies, Hartree–Fock theory places isobutane lower by $4280.2410-4280.2079=0.033$ eV. MP2 places it lower by $0.033+0.059=0.092$ eV. The reaction conserves every formal bond, yet the method recovers only about a third of the reference energy difference.

These numbers support the counting rule, not a particular mechanism. Any error proportional to the number of C–C–C sequences obeys (29), whatever its origin. The calculation does not separate the correlation energy into contributions of bond pairs, and $\Omega$ combines three pair errors, so its origin is not identified here.

For an unbranched alkane with $n$ carbons, $n\ge2$, the separation reaction is

$$
\mathrm{C}_n\mathrm{H}_{2n+2}+(n-2)\,\mathrm{CH_4}
\to(n-1)\,\mathrm{C_2H_6},\qquad
\delta\Delta=-(n-2)\,\Omega. \tag{31}
$$

The chain has $n-2$ carbons with two carbon neighbours, hence $P=n-2$. In the pair model the isodesmic error grows linearly with chain length. A reaction that works for a small molecule can be inadequate for a long one.

### Bonds between different kinds of carbon

The formal label $s$ does not distinguish a single bond between two sp³ carbons from one between two sp² carbons. If the errors of these bonds differ, their numbers must be conserved separately. Let $n_{33}$, $n_{32}$ and $n_{22}$ be the numbers of single bonds with the indicated types of end atom, and $\varepsilon_{33}$, $\varepsilon_{32}$ and $\varepsilon_{22}$ their errors. The full model is

$$
\begin{aligned}
\Delta={}&a_{\rm C}N_{\rm C}+a_{\rm H}N_{\rm H}
+\varepsilon_hn_h+\varepsilon_dn_d+\sum_{t,k}\eta_{tk}N_{tk}\\
&+\varepsilon_{33}n_{33}+\varepsilon_{32}n_{32}+\varepsilon_{22}n_{22}.
\end{aligned} \tag{32}
$$

The $\eta_{tk}$ are now arbitrary transferable energies and need not have the form (24). A reaction is homodesmotic, in the sense used here, if

$$
\delta N_{tk}=0\ \text{for all }t,k,\qquad
\delta n_{33}=\delta n_{32}=\delta n_{22}=0. \tag{33}
$$

By (26), these conditions also give $\delta n_h=\delta n_d=0$, and every term of $\delta\Delta$ vanishes. Conversely, let $\delta\Delta$ vanish for all parameter values in a balanced reaction. Set $\varepsilon_h=\varepsilon_d=0$, and choose each remaining parameter equal to a positive energy times the change of the number it multiplies. As in (9), $\delta\Delta$ becomes a sum of squares, and (33) follows. Homodesmotic reactions are thus precisely those whose error cancels for every choice of parameters in (32).

The conditions (33) overlap. An sp³ carbon with $k$ hydrogens is the end of $4-k$ single bonds to carbon, and an sp² carbon with $k$ hydrogens is the end of $2-k$. Counting these ends in two ways gives

$$
\begin{aligned}
\sum_k(4-k)N_{3k}&=2n_{33}+n_{32},\\
\sum_k(2-k)N_{2k}&=2n_{22}+n_{32}.
\end{aligned} \tag{34}
$$

If the environments are conserved, the left sides do not change, so

$$
\delta n_{33}=\delta n_{22}=-\tfrac12\,\delta n_{32}. \tag{35}
$$

For alkanes $n_{32}=0$, and conserving the environments is sufficient. With alkenes one further condition, for example $\delta n_{32}=0$, completes the set. There are eight environment conditions and nine homodesmotic ones, compared with three isodesmic conditions. The numerical check confirms these counts and the implications between the classes for hydrocarbons with up to five carbons and at most one ring.

The reaction

$$
2\,\mathrm{CH_3CH{=}CH_2}\to
\mathrm{CH_2{=}CH{-}CH{=}CH_2}+\mathrm{C_2H_6} \tag{36}
$$

shows that the last condition is independent. Each side has two $=\!\mathrm{CH_2}$ groups, two $=\!\mathrm{CH}$– groups and two methyl groups. The two sp³–sp² bonds on the left, however, are replaced by one sp²–sp² bond in butadiene and one sp³–sp³ bond in ethane. With $\delta n_{32}=-2$, model (32) gives

$$
\delta\Delta=\varepsilon_{33}+\varepsilon_{22}-2\varepsilon_{32}. \tag{37}
$$

The calculated error is only 0.003 eV, while the reaction energy is $-0.175$ eV in Hartree–Fock theory and $-0.179$ eV in MP2. In def2-TZVP the error is 0.016 eV and the two energies are $-0.155$ and $-0.171$ eV, so the very small value is partly a property of the basis. The change of bond types thus accompanies a sizeable reaction energy that both levels describe alike to within about ten per cent. For this pair of levels the ninth condition has a modest numerical effect here. That finding cannot be carried over to another method, whose combination (37) may be larger. Nor does the number isolate (37), because butadiene also contains a chain of four carbons that propene lacks.

### A homodesmotic reaction and what it leaves

Two propanes can be converted into butane and ethane:

$$
2\,\mathrm{C_3H_8}\to\mathrm{C_4H_{10}}+\mathrm{C_2H_6}. \tag{38}
$$

Each side has four $\mathrm{CH_3}$ and two $\mathrm{CH_2}$ groups. All species are alkanes, so (35) makes the reaction homodesmotic. It is twice the first reaction in (30) minus the second, and its error is the same combination of their errors:

$$
\delta\Delta=2(-0.0578)-(-0.1202)=0.005\ \text{eV}, \tag{39}
$$

or 0.45 kJ/mol. This is about one twelfth of the magnitude of the propane error in (30). The value belongs to anti butane. The counts in (33) do not distinguish conformations, so another conformer can leave a different error: with unrelaxed gauche butane (dihedral angle 60 degrees, the same bond lengths and angles) it is 0.048 eV, ten times larger and close in magnitude to the propane error. Remainders of a few meV, such as (39) and that of (41) below, are also values for 6-31G* alone; the error of (36) moves by 0.013 eV on going to def2-TZVP.

Now take butane as the target in (22). Through the separation reaction in (30), $\nu_T=-1$ and the estimated reference energy is 0.120 eV too high. Through (38), $\nu_T=+1$ and it is 0.005 eV too high. The price is a reference calculation on propane instead of on nothing larger than ethane. If the cost of the reference grows roughly as the power $q$ of the number of carbon atoms, propane costs about a fraction $(3/4)^q$ of a calculation on butane. The saving is real for a steep method, but smaller than with the isodesmic reaction.

Errors in the partner energies also matter. If $E_{\rm r}(M)$ is known with an error $e_M$, equation (21) adds

$$
-\frac{1}{\nu_T}\sum_{M\ne T}\nu_Me_M \tag{40}
$$

to the estimate. For (38) this is $2e(\mathrm{C_3H_8})-e(\mathrm{C_2H_6})$. Large coefficients can amplify independent uncertainties and undo the gain from better cancellation.

The full set (33) is sufficient, but it may demand more than a given error requires. Three times the first reaction in (30) minus the third is

$$
3\,\mathrm{C_3H_8}+\mathrm{CH_4}\to
\text{isobutane}+3\,\mathrm{C_2H_6}. \tag{41}
$$

It replaces three $\mathrm{CH_2}$ groups and a methane by one CH and three $\mathrm{CH_3}$ groups, so it is not homodesmotic. Yet $P=3$ on both sides, and (29) predicts cancellation. The error is $3(-0.0578)-(-0.1789)=0.006$ eV, about as small as (39). Here the dominant part of the isodesmic error follows the count $P$, and conserving $P$ removes most of it.

### Where the cancellation ends

Homodesmotic conditions describe an atom and its immediate bonds. They do not fix what lies further away. Reaction (38) creates one chain of four carbons, present in butane and absent from propane and ethane. An error associated with three successive C–C bonds is therefore not removed. It is a possible source of the remainder (39), though the reaction alone cannot prove that it is the only one.

Even neighbouring pairs can escape if their error depends on the hybridization of the outer atoms. Consider

$$
2\,\mathrm{CH_3CH_2CH{=}CH_2}\to
\mathrm{C_3H_8}+\mathrm{CH_2{=}CHCH_2CH{=}CH_2}. \tag{42}
$$

All environments agree, and each side has two sp³–sp³ and two sp³–sp² single bonds, so the reaction is homodesmotic. On the left, each saturated $\mathrm{CH_2}$ group joins one bond of each kind. On the right, one such group joins two sp³–sp³ bonds and the other joins two sp³–sp² bonds. If the corresponding pair errors are $\omega_{33,33}$, $\omega_{33,32}$ and $\omega_{32,32}$, the reaction retains

$$
\delta\Delta=\omega_{33,33}+\omega_{32,32}-2\omega_{33,32}. \tag{43}
$$

The proof based on (24) assumed that pair errors depend on the formal bond types alone. Conserving larger environments, which also record the hybridization of each neighbouring carbon, would remove (43).

Rings raise a similar difficulty. The reaction $\mathrm{C_3H_6}$ (cyclopropane) $+\,3\,\mathrm{CH_4}\to3\,\mathrm{C_2H_6}$ is isodesmic. Moreover, $\text{cyclopropane}+3\,\mathrm{C_2H_6}\to3\,\mathrm{C_3H_8}$ is homodesmotic: each side has three $\mathrm{CH_2}$ and six $\mathrm{CH_3}$ groups. Neither reaction conserves the ring. If the method treats strained bonds differently from unstrained ones, that error stays, because the model has no parameter for it. Delocalized systems raise another one. The Kekulé structures of benzene or naphthalene all give the same counts in (33), but they place the double bonds differently, so a formal bond type no longer describes a definite bond.

A suitable reaction therefore conserves the structures on which the method's error depends. Bonds come first, then environments and the types of bond between them, then chains, rings or conjugated units where these matter. Added requirements tend to bring larger partner molecules, as when propane replaces methane for butane, and hence costlier reference calculations. The choice is a balance between this cost and the remaining error. Smaller members of the same family can give an indication of that error, but it need not stay the same: in (30) it doubles from propane to butane.

## Table of computed values

```
distinct count vectors: 56 in all, 16 alkane
independent conditions: element 2, bond 3, atom 8, homodesmotic 9
lengths (angstrom): C-H 1.09, C=C 1.34
C-C (angstrom): sp3-sp3 1.53, sp3-sp2 1.50, sp2-sp2 1.46
total HF energy and error HF - MP2, 6-31G* (eV):
  methane      -1093.7544    3.7150
  ethane       -2155.8826    7.1875
  propane      -3218.0522   10.7179
  butane       -4280.2079   14.2528
  isobutane    -4280.2410   14.3115
  ethene       -2123.2899    6.8603
  propene      -3185.5775   10.3923
  butadiene    -4215.4477   13.6003
  C atom       -1025.3407    1.3841
  H atom         -13.5576    0.0000
bond error C-H: 0.5827 eV
bond error C-C: 0.9230 eV
bond error C=C: 1.7612 eV
C=C error minus twice C-C error: -0.0848 eV
propane error from bond model: 10.6601 eV
propane atomization: HF 33.5691, MP2 40.1348 eV
propane atomization error: -6.5656 eV
R1: ethene + 2 methane -> 2 ethane
   not isodesmic; change of CC/CC pairs 0
R2: propane + methane -> 2 ethane
   isodesmic only; change of CC/CC pairs -1
R3: butane + 2 methane -> 3 ethane
   isodesmic only; change of CC/CC pairs -2
R4: isobutane + 2 methane -> 3 ethane
   isodesmic only; change of CC/CC pairs -3
R5: propene + methane -> ethene + ethane
   isodesmic only; change of CC/CC pairs 0
R6: butadiene + 2 methane -> 2 ethene + ethane
   isodesmic only; change of CC/CC pairs 0
R7: 2 propene -> butadiene + ethane
   atoms kept, bond types not; change of CC/CC pairs 0
R8: 2 propane -> butane + ethane
   homodesmotic; change of CC/CC pairs 0
reaction energies HF, MP2 and error HF - MP2 (eV):
  R1   -0.9666   -1.0514    0.0848
  R2    0.0413    0.0991   -0.0578
  R3    0.0688    0.1890   -0.1202
  R4    0.1019    0.2808   -0.1789
  R5    0.1593    0.2187   -0.0594
  R6    0.4940    0.6161   -0.1221
  R7   -0.1754   -0.1787    0.0033
  R8    0.0138    0.0092    0.0046
error ratio R3/R2: 2.080, R4/R2: 3.096
R8: four-carbon chains created: 1
errors in kJ/mol: atomization -633.5, R2 -5.57, R8 0.45
```
